# Steady Feed-Gas Dissociation in a Stirred Plasma Reactor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the stirred reactor with a given outflow

### The result

A molecular gas A₂ flows steadily through a well-mixed plasma reactor, where electrons split the molecules into atoms. The fraction of the fed molecules that do not leave as A₂ is

\[
X=\frac{k n_e\tau}{1+k n_e\tau}.
\]

Here \(k\) is the rate coefficient of the reaction A₂ + e → 2A + e, \(n_e\) is the electron density, and \(\tau\) is the residence time of the gas. The product \(k n_e\) is a frequency: the probability per unit time that a given molecule is dissociated. I write

\[
\nu=k n_e,\qquad a=\nu\tau,\qquad X=\frac{a}{1+a}.
\]

The number \(a\) compares two times, the residence time \(\tau\) and the mean time \(1/\nu\) that a molecule survives among the electrons.

The formula assumes that atoms do not recombine to A₂ and that the volumetric outflow is the same with and without dissociation. The derivation starts with flow alone, then takes electrons alone, and then joins the two.

### Flow without electrons

Let the reactor have volume \(V\), and let \(F\) molecules of A₂ enter per second. The pump removes a volume \(S\) of reactor gas per second, measured at the temperature and pressure in the reactor. This \(S\) is the volumetric outflow, or effective pumping speed.

The gas is taken to be well mixed: the density \(n\) of A₂ is the same everywhere in the reactor, and the gas entering the outlet has that same density. The pump therefore removes \(Sn\) molecules per second. The reactor contains \(Vn\) molecules, so counting them gives

\[
V\frac{dn}{dt}=F-Sn .
\]

In steady state the left side is zero, and the density is

\[
n_0=\frac{F}{S}.
\]

This is the feed-only density. Dividing the balance by \(V\) and replacing \(F\) by \(Sn_0\) gives

\[
\frac{dn}{dt}=\frac{S}{V}(n_0-n)=\frac{n_0-n}{\tau},
\qquad
\tau=\frac{V}{S}=\frac{Vn_0}{F}.
\]

The last form says that \(\tau\) is the number of molecules in the reactor before dissociation, divided by the number fed per second.

As a limit, stop the feed, so that the term \(n_0/\tau\) is absent. Then \(dn/dt=-n/\tau\), and the density falls as \(e^{-t/\tau}\). The time \(\tau\) is thus the washout time of the stirred volume. After one residence time a fraction \(e^{-1}\) of the original gas is still there, because mixing lets some molecules stay much longer than others.

### Electrons without flow

Now close the reactor and switch on the electrons. Each unit volume loses \(k n_e n\) molecules per second, which is the definition of the rate coefficient. Therefore

\[
\frac{dn}{dt}=-\nu n,\qquad n(t)=n(0)e^{-\nu t}.
\]

Given enough time, all the molecules are dissociated, since nothing restores them in this model. In a flowing reactor the supply of fresh gas prevents this, and the degree of dissociation depends on how \(\nu\) compares with \(1/\tau\).

If the electron density or its energy distribution varies in space, the total loss rate is the integral of \(k n_e n\) over the reactor. With \(n\) uniform it can be taken out of the integral:

\[
\int k n_e n\,dV=nV\langle k n_e\rangle .
\]

So \(\nu\) means the volume average of the product \(k n_e\). This average is treated as given. The formula does not determine how the discharge responds when atoms replace molecules. If \(n_e\) or \(k\) changes on that account, the values that hold in the final steady state must be used.

### Flow and electrons together

The full balance has one gain and two losses:

\[
V\frac{dn}{dt}=F-Sn-\nu nV .
\]

The first term is the feed, the second is undissociated gas leaving through the outlet, and the third is dissociation. There is no term for atoms returning to A₂, and this is where recombination is neglected. Dividing by \(V\) and using \(F/V=n_0/\tau\) and \(S/V=1/\tau\) gives

\[
\frac{dn}{dt}=\frac{n_0-n}{\tau}-\nu n .
\]

In this step \(S\) is the same number as before the electrons were switched on. This is the precise sense in which changes of the flow are neglected here.

For the steady state, set the left side to zero and multiply by \(\tau\):

\[
0=n_0-n-an,\qquad (1+a)n=n_0,\qquad n=\frac{n_0}{1+a}.
\]

The degree of dissociation is defined by flows. Of \(F\) molecules fed per second, \(Sn\) leave as A₂, so

\[
X=1-\frac{Sn}{F}=1-\frac{n}{n_0}
=1-\frac{1}{1+a}=\frac{a}{1+a}.
\]

The second equality uses \(F=Sn_0\). This proves the result.

Two limits show its content. For \(a\ll1\), \(X\approx a\): the gas passes through quickly, few molecules are lost, and each has a chance of about \(\nu\tau\) of being dissociated. For \(a\gg1\),

\[
1-X=\frac{1}{1+a}\approx\frac1a ,
\]

so the undissociated remainder falls only as the inverse of the electron density. Between the limits, \(X=1/2\) at \(a=1\), which means \(n_e=1/(k\tau)\).

Integrating the species balances in time until they settle gives \(X=0.0909\), \(0.5000\) and \(0.9091\) for \(a=0.1\), \(1\) and \(10\). These agree with the formula, and the third value shows how slow the final approach to complete dissociation is: with ten dissociation times per residence time, about 9% of the feed still leaves intact.

### The atoms and the pressure

Each dissociation makes two atoms. In steady state \(FX\) molecules are dissociated per second, so \(2FX\) atoms must leave per second. If the outlet removes atoms with the same volumetric speed \(S\) as molecules, their density follows from \(Sn_A=2FX\):

\[
n_A=\frac{2FX}{S}=2n_0X .
\]

The total density is then

\[
n+n_A=n_0(1-X)+2n_0X=n_0(1+X).
\]

At fixed gas temperature the pressure rises by the same factor \(1+X\). The number of particles leaving per second also rises by this factor, yet the formula for \(X\) is unaffected, because the balance of A₂ contains \(S\) and not the total particle flow. At fixed pumping speed, then, the change of molar flow need not be small. It is accommodated by the pressure.

The equal pumping speed of atoms and molecules was needed for \(n_A\) and for the pressure. It was not needed for \(X\), which involves only the speed at which A₂ is removed.

### A worked case

Take round parameters for an unnamed gas: \(V=10.0\) L, a feed of 100 sccm, a feed-only pressure of 2.00 Pa, a gas temperature of 400 K, \(k=1.0\times10^{-15}\ \mathrm{m^3\,s^{-1}}\) and \(n_e=1.0\times10^{16}\ \mathrm{m^{-3}}\). The unit sccm means one cubic centimetre of gas per minute, counted at 0 °C and one standard atmosphere. It is therefore a particle flow and not a volume flow in the reactor. Here it amounts to

\[
F=4.478\times10^{19}\ \mathrm{s^{-1}} .
\]

The ideal-gas law with \(p_0=2.00\) Pa and \(T=400\) K gives

\[
n_0=\frac{p_0}{k_BT}=3.621\times10^{20}\ \mathrm{m^{-3}},
\]

where \(k_B\) is Boltzmann's constant, not the rate coefficient. The residence time is

\[
\tau=\frac{Vn_0}{F}
=\frac{(0.0100)(3.621\times10^{20})}{4.478\times10^{19}}\ \mathrm{s}
=0.0809\ \mathrm{s},
\]

which corresponds to an outflow \(S=0.124\ \mathrm{m^3\,s^{-1}}\). The dissociation frequency is \(\nu=k n_e=10.0\ \mathrm{s^{-1}}\), and hence

\[
a=(10.0)(0.0809)=0.809,\qquad
X=\frac{0.809}{1.809}=0.447 .
\]

About 45% of the feed is dissociated. The density of A₂ falls to \(2.00\times10^{20}\ \mathrm{m^{-3}}\), and at fixed pumping speed the pressure rises to \((2.00)(1.447)\ \mathrm{Pa}=2.89\) Pa. Half the feed would be dissociated at \(n_e=1.24\times10^{16}\ \mathrm{m^{-3}}\).

The uncertainty of \(X\) can be traced to that of \(a\). Differentiation gives

\[
\frac{dX}{da}=\frac{(1+a)-a}{(1+a)^2}=\frac1{(1+a)^2},
\qquad
\frac{dX}{X}=\frac{1+a}{a}\,\frac{da}{(1+a)^2}=(1-X)\frac{da}{a}.
\]

A small relative error in \(k\), \(n_e\) or \(\tau\) is thus reduced by the factor \(1-X\), here 0.553. An error of 10% in \(k\) changes \(X\) by about 5.5% of its value.

### The approach to steady state

Suppose that the electrons appear suddenly at \(t=0\), with constant \(\nu\), in a reactor filled with gas at density \(n_0\). Let \(n_s=n_0/(1+a)\) be the steady density. Since \(n_0=(1+a)n_s\), the balance becomes

\[
\frac{dn}{dt}=\frac{n_0-(1+a)n}{\tau}
=-\frac{1+a}{\tau}(n-n_s).
\]

The deviation from \(n_s\) decays exponentially, and its initial value is \(n_0-n_s\):

\[
n(t)=n_s+(n_0-n_s)e^{-t/\tau_r},
\qquad \tau_r=\frac{\tau}{1+a}.
\]

The rate \(1/\tau_r=1/\tau+\nu\) is the sum of the two loss frequencies. For \(a\to0\) the relaxation time is the washout time, and for \(a\gg1\) it is close to \(1/\nu\). In the worked case \(\tau_r=0.0447\) s. The steady formula may be used once the plasma has run for several such times.

The digits of \(\tau_r\) in seconds resemble those of \(X\) for a simple reason: \(X=\nu\tau/(1+a)=\nu\tau_r\), and \(\nu\) is here \(10\ \mathrm{s^{-1}}\).

### The same result from single molecules

The balance treats the gas as a whole. Following one molecule gives an independent derivation. In a well-mixed gas, a molecule has the probability \(S\,dt/V=dt/\tau\) of being pumped out during \(dt\), however long it has already been inside. If dissociation is ignored for the moment, the probability \(P(t)\) of still being inside after time \(t\) obeys \(dP/dt=-P/\tau\), so \(P=e^{-t/\tau}\). The probability density of the length of stay is

\[
E(t)=-\frac{dP}{dt}=\frac{1}{\tau}e^{-t/\tau}.
\]

A molecule survives a stay of length \(t\) undissociated with probability \(e^{-\nu t}\). The fraction leaving as A₂ is the average of this over all stays:

\[
1-X=\int_0^\infty \frac{e^{-t/\tau}}{\tau}e^{-\nu t}\,dt
=\frac{1/\tau}{1/\tau+\nu}=\frac1{1+a}.
\]

Subtracting from one gives \(X=\nu/(\nu+1/\tau)=a/(1+a)\). The degree of dissociation is the chance that dissociation wins a race against pumping. Numerical evaluation of the average gives \(X=0.447\) in the worked case, in agreement with the balance.

### Comparison with unmixed flow

The exponential spread of stays matters. Consider a pipe in plug flow, that is, with the same velocity over the whole cross-section and no mixing along its length, with the same \(\tau\), uniform \(\nu\), and again no change of volumetric flow. Every molecule now stays for the time \(\tau\), so

\[
X_{\text{pipe}}=1-e^{-a}.
\]

For \(a>0\), \(e^a=1+\int_0^a e^s\,ds>1+a\), because the integrand exceeds one. Hence \(e^{-a}<1/(1+a)\), and the pipe dissociates more of the feed. With \(a=0.809\) the pipe gives 0.555, against 0.447 for the stirred reactor. The flat velocity profile is essential. A parabolic profile without radial mixing spreads the stays again: it gives 0.489 at \(a=0.809\), and at \(a=0.1\) it gives 0.0902, slightly below the stirred 0.0909.

The reason is that mixing sends some fresh molecules to the outlet early. Others stay longer than average, but the survival probability \(e^{-\nu t}\) flattens with time, so the long stays do not make up for the short ones. For small \(a\) the difference disappears to leading order: both expressions reduce to \(a\).

## Second half: what the neglected effects change

### Symbols and results carried over

A reactor of volume \(V\) is fed with \(F\) particles per second. Before dissociation, its total density is \(n_0\) and its volumetric outflow is \(S=F/n_0\). The residence time is \(\tau=V/S=Vn_0/F\). Electrons dissociate A₂ into 2A with frequency \(\nu=k n_e\), and \(a=\nu\tau\). The density of A₂ is \(n\), that of the atoms is \(n_A\), and \(X\) is the fraction of the fed A₂ that does not leave as A₂.

For a well-mixed gas with fixed outflow \(S\) and no recombination, the first half showed that

\[
X_0=\frac{a}{1+a},\qquad n=\frac{n_0}{1+a}.
\]

The subscript 0 now marks this ideal value. In the worked case \(\tau=0.0809\) s, \(\nu=10.0\ \mathrm{s^{-1}}\), \(a=0.809\) and \(X_0=0.447\). Each assumption is relaxed below while the others are kept.

### Controlled pressure: pure feed

The pressure in a reactor can be held constant by adjusting a throttle valve. At fixed gas temperature the total density then stays at \(n_0\). Dissociation adds particles, so the valve must open, and the volumetric outflow rises from \(S\) to some larger value \(Q\).

For pure A₂ feed, \(F(1-X)\) molecules and \(2FX\) atoms leave per second. Their sum is \(F(1+X)\). It must equal \(Qn_0\), since gas of total density \(n_0\) is removed at the volumetric rate \(Q\), with the same speed for atoms and molecules. Using \(F=Sn_0\),

\[
Qn_0=F(1+X)\quad\Longrightarrow\quad Q=S(1+X).
\]

The density of A₂ follows from its own outflow, \(Qn=F(1-X)\):

\[
n=\frac{F(1-X)}{S(1+X)}=n_0\frac{1-X}{1+X}.
\]

In steady state the molecules missing from the outflow are those dissociated, \(FX=\nu nV\). Inserting \(n\) and dividing by \(F\), with \(Vn_0/F=\tau\), gives

\[
X=a\,\frac{1-X}{1+X},
\qquad\text{or}\qquad
\frac{X(1+X)}{1-X}=a .
\]

The ideal formula can be written \(X_0/(1-X_0)=a\). The extra factor \(1+X\) is the growth of the outflow: gas made more voluminous by dissociation is swept out sooner. With the actual residence time \(V/Q=\tau/(1+X)\) in place of \(\tau\), the ideal form is recovered. The difficulty is that this time is not known until \(X\) is known.

We now have the degree of dissociation in a well-mixed reactor without recombination, both for a fixed outflow and for pure feed at controlled pressure. What remains is to treat a diluted feed, gas heating, recombination on the walls and incomplete mixing.

Numerical values quoted here were computed with a short program.
